Decoding a Varshamov-Tenengolts Word After One Racetrack Overshift

**Result**

A binary word x = (x₁, …, xₙ) is stored along a racetrack, and its checksum

S(x) = Σᵢ i·xᵢ

is known to satisfy S(x) ≡ a (mod n+1). The words with this property form the Varshamov-Tenengolts class VT_a(n). One bit is lost during reading, and a shorter word y of n−1 bits remains. Let w be the number of ones in y, let S(y) = Σᵢ i·yᵢ with the bits of y renumbered from 1, and define the checksum deficit

D = (a − S(y)) mod (n+1), with 0 ≤ D ≤ n.

Then:

- if D ≤ w, the lost bit was 0, and it must be put back with D ones to its right;
- if D > w, the lost bit was 1, and it must be put back with D − w − 1 zeros to its left.

This restores x uniquely. The place of the loss is found only up to the run of equal bits in which it occurred.

**From an overshift to a lost bit**

In a racetrack the bits are magnetic domains, and current pulses push the whole train of domain walls past a fixed read head. It is convenient to let the head move and the train stand still. A correct pulse advances the head by one cell; an overshift advances it by two, so that one cell is never read.

The rule above presupposes that the controller knows a bit is missing. Two guard cells after the word, holding 0 and then 1, supply this knowledge. Call the cells c₁, c₂, …, with cᵢ = xᵢ for i ≤ n, cₙ₊₁ = 0 and cₙ₊₂ = 1. The head starts one cell before c₁. The controller sends n+1 pulses and reads once after each, obtaining r₁, …, rₙ₊₁.

The assumptions are these: at most one pulse overshifts, and by one cell; no pulse undershifts; all walls move together; no read is wrong; and the stored domains do not change.

Without an overshift, rᵢ = cᵢ, so the last read is rₙ₊₁ = cₙ₊₁ = 0, and the first n reads are x. With an overshift at pulse k,

rᵢ = cᵢ for i < k, and rᵢ = cᵢ₊₁ for i ≥ k.

The last read is now rₙ₊₁ = cₙ₊₂ = 1, whatever k is. The last read therefore tells the two cases apart. When it is 1, the controller keeps y = (r₁, …, rₙ₋₁). There are three cases:

- k ≤ n−1: y is x with x_k removed;
- k = n: y is (x₁, …, xₙ₋₁), which is x with xₙ removed;
- k = n+1: the word was read in full, but rₙ is discarded, so y is again x with xₙ removed.

In each case y is x with one bit removed. After a flagged pass the head stands one cell further along than after a clean one, and the controller must allow for this before the next access.

**The deficit**

Let the lost bit have value b and position p. Let L0 and L1 be the numbers of zeros and ones to its left in x, and R1 the number of ones to its right. Splitting the checksum at p gives

S(x) = Σ_{i<p} i·xᵢ + p·b + Σ_{i>p} i·xᵢ.

In y, the bits left of p keep their positions, while each bit right of p moves down by one:

S(y) = Σ_{i<p} i·xᵢ + Σ_{i>p} (i−1)·xᵢ.

On subtraction the left sums cancel, and each bit on the right contributes [i − (i−1)]·xᵢ = xᵢ. Hence

S(x) − S(y) = p·b + R1.

If b = 0, the deficit is R1. All ones of x survive in y, so R1 ≤ w, and

0 ≤ S(x) − S(y) ≤ w.

If b = 1, the deficit is p + R1. The p−1 bits to the left consist of L0 zeros and L1 ones, so p = 1 + L0 + L1. The surviving ones are those on the left and those on the right, so L1 + R1 = w. Therefore

S(x) − S(y) = 1 + L0 + L1 + R1 = w + 1 + L0.

Since y has n−1−w zeros, 0 ≤ L0 ≤ n−1−w, and

w + 1 ≤ S(x) − S(y) ≤ n.

The two ranges do not overlap, and together they lie within 0, …, n. A number in this range equals its own residue modulo n+1. Because S(x) ≡ a, the quantity D computed from a and y is thus the true deficit S(x) − S(y). Comparing D with w gives b, and then R1 = D or L0 = D − w − 1 gives the place.

For b = 0, the places with D ones to their right may be several, but they are separated only by zeros, and inserting a 0 at any of them produces the same word. The same holds for b = 1 with zeros and ones exchanged. The word is therefore unique.

The position is a different matter. Suppose that removing bit p and removing bit q > p leave the same y. Comparing the two shortened words at places p, …, q−1 gives x_{p+1} = x_p, x_{p+2} = x_{p+1}, and so on up to x_q = x_{q−1}. All these bits are equal, so p and q lie in one run. Conversely, removing any member of a run leaves the same word. No decoder can tell from y which member was skipped, and none needs to.

Two limits show the rule at work. If y is all zeros, then w = 0: D = 0 restores a zero, and D ≥ 1 restores a one at position D. If y is all ones, then w = n−1: D ≤ n−1 restores a zero with D ones to its right, and D = n restores a one.

**Why the modulus is n+1, and what the code costs**

Take any y of length n−1 and any D from 0 to n. The insertion can always be carried out: for D ≤ w there are enough ones, and for D > w the required D − w − 1 zeros do not exceed the n−1−w available. The result x_D satisfies S(x_D) = S(y) + D. Conversely, every word that gives y after one loss has a deficit in this range and is the corresponding x_D. So y has n+1 possible parents, with n+1 consecutive checksums, and each residue modulo n+1 occurs once. Every class VT_a(n) contains one and only one parent of each y. In this sense the code is perfect for a single deletion.

The same argument excludes a smaller modulus m ≤ n. The parents with deficits 0 and m would share a residue, and the checksum could not separate them.

The n+1 classes divide the 2ⁿ words among themselves, so at least one class satisfies

|VT_a(n)| ≥ 2ⁿ/(n+1).

The redundancy of such a class is at most log₂(n+1) bits, to which the two guard cells are added.

**Algorithm**

Input: the reads r₁, …, rₙ₊₁ and the class label a.

1. If rₙ₊₁ = 0, return (r₁, …, rₙ).
2. Set y = (r₁, …, rₙ₋₁). In one pass, form w and S(y).
3. Set D = (a − S(y)) mod (n+1).
4. If D ≤ w, move left from the right end of y until D ones have been passed, and insert 0 there.
5. Otherwise, move right from the left end until D − w − 1 zeros have been passed, and insert 1 there.

The work grows linearly with n. The arithmetic is in integers, so there is no rounding error; errors enter only when the assumptions fail. The algorithm then gives no warning: step 1 returns the reads without checking their checksum, and steps 4 and 5 can be carried out for every y.

All 2046 words of lengths 1 to 10, each in its own class, were passed through a simulated track with an overshift at every possible pulse. All 20 480 cases returned the stored word. The same enumeration confirmed that each y has a single parent in each class.

**A worked word**

Take x = 10011001, with n = 8. Its ones are at positions 1, 4, 5 and 8, so

S(x) = 1 + 4 + 5 + 8 = 18 ≡ 0 (mod 9),

and x belongs to VT_0(8).

Let pulse 5 overshift. The nine reads are 100100101. The last is 1, so the controller keeps y = 1001001. Here w = 3 and S(y) = 1 + 4 + 7 = 12, and

D = (0 − 12) mod 9 = −12 + 18 = 6.

Since 6 > 3, the lost bit was 1, with 6 − 3 − 1 = 2 zeros to its left. Inserting it after 100 gives 100·1·1001 = 10011001. An overshift at pulse 4 gives the same reads, because cells 4 and 5 form a run of ones.

Let pulse 6 overshift instead. Now y = 1001101, w = 4, S(y) = 1 + 4 + 5 + 7 = 17 and D = −17 + 18 = 1. Since 1 ≤ 4, the lost bit was 0, with one 1 to its right: 100110·0·1 = 10011001.

An overshift at pulse 8 gives the largest deficit. There y = 1001100, w = 3, S(y) = 10 and D = 8, so the lost 1 has 8 − 3 − 1 = 4 zeros to its left, which puts it at the end. The numerical output lists all nine cases.

**Error analysis**

Let each pulse independently overshift by one cell with probability p and undershift, leaving the head where it was, with probability u. Write s = p + u and let m = n+1 be the number of pulses. The decoder is guaranteed to succeed after m correct steps, or after m−1 correct steps and one overshift. The probability of everything else is

P_out = 1 − (1−s)^m − m·p·(1−s)^(m−1).

To second order in the small probabilities,

(1−s)^m ≈ 1 − m·s + m(m−1)s²/2,

m·p·(1−s)^(m−1) ≈ m·p − m(m−1)·p·s.

Subtracting both from 1 and using s − p = u gives

P_out ≈ m·u + m(m−1)(p·s − s²/2).

The last bracket is s(p − s/2) = (p+u)(p−u)/2, so

P_out ≈ m·u + m(m−1)(p² − u²)/2.

Single overshifts have dropped out, while undershifts remain at first order. The code therefore brings a large gain only if undershifts are much rarer than overshifts.

Overdriving the walls can arrange this. Take cells of 100 nm and pulses of 1 ns at a wall speed of 110 m/s, so that the mean displacement is 110 nm. Let the displacement be Gaussian with a standard deviation of 12 nm, and let the walls settle at the nearest notch after each pulse, so that offsets do not accumulate. An overshift needs more than 150 nm, which is (150 − 110)/12 = 3.3 standard deviations above the mean; an undershift needs less than 50 nm, which is 5 below it. The model gives

p = 4.29×10⁻⁴, u = 2.87×10⁻⁷.

For m = 9 the two terms are

m·u = 2.6×10⁻⁶, m(m−1)p²/2 = 36·p² = 6.6×10⁻⁶,

and their sum agrees with the full expression, P_out = 9.2×10⁻⁶.

P_out is an upper bound on the failure probability, since some events outside the assumptions still decode correctly. Summing over all 3⁹ sequences of steps of 0, 1 or 2 cells gives 8.2×10⁻⁶ for this word, with 0 stored in the cell before the word and in those after the guard. Two overshifts contribute 6.4×10⁻⁶ and one undershift 1.7×10⁻⁶. The second figure is 6u rather than 9u for a traceable reason. After one undershift the last read is x₈ = 1, so the decoder is called. If the undershift came at pulse 7, 8 or 9, the first seven reads are still 1001100, because x₆ = x₇, and the word is recovered.

Eight shifts without a code suffer some slip with probability 3.4×10⁻³, about 420 times the coded failure probability. That comparison holds the number of data cells fixed, not the information. VT_0(8) has 30 words and so carries 4 whole bits, in 10 cells with the guard. Four uncoded bits need four shifts and slip with probability of about 4(p+u) = 1.7×10⁻³, which is about 210 times the coded value for the example word. Both ratios compare uncoded slips with wrong decoded words. An overshift leaves an uncoded word unchanged only if all cells from the skipped one to the one just after the word hold equal bits. For four random bits followed by a random bit, this has probability 1/16, 1/8, 1/4 and 1/2 for pulses 1 to 4. The expected number of harmful overshifts is therefore (4 − 15/16)p = 1.3×10⁻³, and the second ratio falls to about 160.

All three ratios rate the uncoded track at 110 m/s, an overdrive that is useful only with the code. Without the code the best speed is 100 m/s, where both thresholds lie 50/12 = 4.2 standard deviations away and p = u = 1.55×10⁻⁵. Eight shifts then slip with probability 2.5×10⁻⁴ and four with 1.2×10⁻⁴, and four random bits come out wrong with probability 9.5×10⁻⁵. Against the coded value of 8.2×10⁻⁶ the ratios are about 30, 15 and 12. This is the fairer measure of the gain in this model.

A longer word uses the track better. For n = 63 some class has at least 2⁶³/64 = 2⁵⁷ words, or 57 bits in 65 cells. With the same p and u, however, P_out rises to 3.8×10⁻⁴, because the number of pairs of pulses grows from 36 to 2016.

**Effects outside the model**

The parameters describe, roughly, a perpendicularly magnetised ultrathin strip on a heavy-metal underlayer, driven by spin-orbit torque. Such devices are driven at current densities between 10⁷ and 10⁸ A/cm², and speeds of the order of 100 m/s belong to the upper part of that range. The model also treats the wall as moving freely during a pulse, which requires the drive to exceed the pinning. The spin-orbit force on a Néel wall is about (π/2)ħθJ·W/e, for spin Hall angle θ and strip width W. For θ = 0.1, W = 100 nm and 5×10⁷ A/cm² it is 5×10⁻¹² N, while a cosine pinning potential of depth 1.5 eV and period 100 nm, as used below, has a peak force of 7.5×10⁻¹² N. The chosen speed and barrier are therefore compatible only for wider strips, larger θ or higher current. The 12 nm spread is a chosen value, and the slip probabilities depend on it strongly.

Drift of the drive is a large correction. With the spread held at 12 nm, a speed 5 % higher raises P_out to 1.5×10⁻⁴, through more double overshifts. A speed 5 % lower raises it to 2.5×10⁻⁵, through more undershifts. Drift in either direction by this amount does harm.

Pinning in real strips can also hold walls back more often than a Gaussian tail suggests. If u rose to the value of p, the term m·u alone would be about 4×10⁻³. Four uncoded bits would then slip with probability of about 4(p+u) = 3.4×10⁻³, so at equal payload the benefit would be essentially lost.

The assumption that all walls move together matters still more. A wall that slips alone changes the length of a domain, and so alters a stored bit instead of skipping one. With 0 stored before the word and after the guard, the example word and its guard have eight walls, counting those at the ends. If each slipped independently with probability p per pulse, about 9·8·p = 3.1×10⁻² such events would be expected per read. Not every one spoils the word being read, since some change cells that have already been read or that lie outside the word. The altered domains remain, however, and the deletion rule does not repair them.

Read noise and thermal hopping at room temperature are small effects for these numbers. A half-signal of 30 mV with 5 mV rms Gaussian noise gives 9×10⁻⁹ expected false reads per word. A wall behind a 1.5 eV barrier, with an attempt rate of 10⁹ s⁻¹, makes 2×10⁻⁸ expected hops in ten years at 300 K. This figure is exponentially sensitive: it becomes 4×10⁻⁶ at 330 K, 2×10⁻⁴ at 358 K, and 5×10⁻⁵ for a 1.3 eV barrier at 300 K, so hopping is small only for cool storage and a barrier near the assumed value.

Joule heating per pulse, if no heat escapes, is ρJ²t/c, where ρ is the resistivity, J the current density, t the pulse length and c the heat capacity per volume. With 30 μΩ cm, 5×10⁷ A/cm², 1 ns and 3 J/(cm³ K),

ΔT = (3×10⁻⁵)(5×10⁷)²(10⁻⁹)/3 = 25 K.

The heating grows as J², so at 10⁸ A/cm², the upper end of the range quoted above, it would be 100 K per pulse. At 5×10⁷ A/cm², nine pulses without any cooling would bring the strip from 300 K to 525 K. Even there, the expected number of hops per wall during a 90 ns read (one pulse every 10 ns) is only 4×10⁻¹³, provided the barrier keeps its value. That proviso is doubtful, since magnetisation and anisotropy weaken on heating. The pulses should therefore be spaced so that the strip cools between them.

Table of computed values

```
Exhaustive test: word lengths 1 to 10
words tested: 2046
overshift cases tested: 20480
stored word: 10011001  n = 8  a = 0  modulus = 9
checksum S(x): 18
codewords in class: 30  of 256
whole payload bits: 4  in cells: 10
overshift pulse | 9 reads | y | w | S(y) | D | bit | decoded
1 001100101 0011001 3 14 4 1 10011001
2 101100101 1011001 4 15 3 0 10011001
3 101100101 1011001 4 15 3 0 10011001
4 100100101 1001001 3 12 6 1 10011001
5 100100101 1001001 3 12 6 1 10011001
6 100110101 1001101 4 17 1 0 10011001
7 100110101 1001101 4 17 1 0 10011001
8 100110001 1001100 3 10 8 1 10011001
9 100110011 1001100 3 10 8 1 10011001
cell length: 100 nm, pulse: 1 ns
wall speed: 110 m/s, spread: 12 nm
mean displacement: 110 nm
overshift chance per pulse: 4.291e-04
undershift chance per pulse: 2.867e-07
chance to skip two or more cells: 9.4e-32
any slip in 8 bare shifts: 3.430e-03
chance outside assumptions, 9 pulses: 9.194e-06
true failure chance of this word: 8.153e-06
  part from two overshifts: 6.424e-06
  part from one undershift: 1.714e-06
bare slip / coded failure: 421
speed x 0.95: over 7.48e-05, under 2.79e-06, outside 2.53e-05
speed x 1.05: over 2.02e-03, under 2.40e-08, outside 1.46e-04
n = 63: payload 57 bits in 65 cells
n = 63: chance outside assumptions 3.83e-04
half signal 30 mV, noise 5 mV rms
read flips expected per word: 8.9e-09
resistivity 30 uohm cm, J 5e+07 A/cm2
heat capacity 3 J/(cm3 K)
heating per pulse, no cooling: 25 K
temperature after 9 pulses, no cooling: 525 K
barrier 1.5 eV, attempt rate 1e+09 1/s
hops per wall in 10 years at 300 K: 2.0e-08
read time: 90 ns
hops per wall in one read at 525 K: 3.6e-13
```
